# Inverting a strictly monotone Preisach model with transactional history updates

## The failure to be avoided

A ferroelectric film stands at a polarization of $8\ \mu\mathrm{C/cm^2}$, and a controller asks for $15$. A root finder tries a large field, sees that it overshoots, and comes back. If that trial has been written into the hysteresis memory, the solver then finds a field at which its own model has polarization $15$ within tolerance. Applied to the film, which never saw the trial, this field gives $1.7$. The convergence report is correct for a history that did not take place.

The cure is to treat a trial as a question about the committed history and to change that history only on acceptance. Strict monotonicity then gives a unique field, and a positive lower bound on the slope gives a guaranteed bracket.

## Model and sign conventions

Fields $E$ are in MV/cm, polarizations $P$ in $\mu\mathrm{C/cm^2}$. $E$ is the field inside the film, and $P$ excludes the vacuum term $\epsilon_0E$. The film is a collection of relays with states $\pm1$. A relay switches up when the field rises through $\alpha$ and down when it falls through $\beta\le\alpha$. The thresholds do not depend on time. After a monotone move to $E$, a relay is therefore up if

$$(\text{it was up or }\alpha<E)\quad\text{and}\quad \beta<E. \tag{1}$$

Relays exactly at a threshold carry no weight, because the density is continuous. That density is $f(\alpha)f(-\beta)/N$ on $\alpha\ge\beta$, with

$$S(x)=\frac1{1+e^{-(x-E_c)/w}},\qquad f=S'=\frac{S(1-S)}w>0 .$$

Here $E_c>0$ centres the up-thresholds, $-E_c$ the down-thresholds, and $w$ is their width. The relays saturate at $\pm P_s$. A reversible part $cE$ is added, with $c=\epsilon_0(\epsilon_r-1)>0$.

The film starts from negative saturation and has undergone finitely many reversals. Its memory is the stack

$$s=(-\infty,M_1,m_1,M_2,\ldots,u),\qquad M_1>M_2>\cdots,\quad m_1<m_2<\cdots,$$

where $u$ is the present field. Let $F_s(E)$ denote the polarization after a monotone move from $u$ to $E$.

## From relays to a sum over legs

Let the field rise from a minimum $m$ to $E$, below the preceding maximum $M$. At $m$, all relays with $\beta>m$ are down. Those with $\beta<m$ and $\alpha<M$ were up at $M$ and have stayed up. The relays that switch are thus those with $m<\beta\le\alpha<E$. Their unnormalized weight is the Everett integral

$$T(a,b)=\int_b^a d\alpha\,f(\alpha)\int_b^\alpha d\beta\,f(-\beta),\qquad a=E,\ b=m .$$

Each relay changes by $2$, from $-1$ to $+1$, so the polarization gains $(2P_s/N)T(E,m)$. For a fall from $M$ to $E$, above the preceding minimum, the same argument with up and down exchanged gives a loss $(2P_s/N)T(M,E)$. Starting from $-P_s$,

$$P=-P_s+\frac{2P_s}N\sum_{\text{legs}}\pm T(\text{upper end},\text{lower end})+cu, \tag{2}$$

with plus for rising and minus for falling legs.

Because $dS(-\beta)/d\beta=-f(-\beta)$, the inner integral is $S(-b)-S(-\alpha)$. Hence

$$T(a,b)=S(-b)[S(a)-S(b)]-[G(a)-G(b)],\qquad G'(\alpha)=f(\alpha)S(-\alpha).$$

To find $G$, put $y=e^{\alpha/w}$ and $k=e^{E_c/w}$. Then $S(\alpha)=y/(y+k)$, $S(-\alpha)=1/(1+ky)$ and $dS=k\,dy/(y+k)^2$, so

$$G=k\int\frac{dy}{(y+k)^2(1+ky)} .$$

Write the integrand as $A/(y+k)+B/(y+k)^2+C/(1+ky)$. Multiplying by $(y+k)^2$ and setting $y=-k$ gives $B=1/(1-k^2)$. Multiplying by $1+ky$ and setting $y=-1/k$ gives $C=1/(k-1/k)^2=k^2/(k^2-1)^2$. The integrand falls as $y^{-3}$, so the $1/y$ terms must cancel: $A=-C/k$. Integration gives

$$G=\frac{k^2}{(k^2-1)^2}\ln\frac{1+ky}{y+k}+\frac{k}{(k^2-1)(y+k)} .$$

The total weight is $N=T(\infty,-\infty)=1-[G(\infty)-G(-\infty)]$. The logarithm tends to $\ln k$ for $y\to\infty$ and to $-\ln k$ for $y\to0$, where the last term of $G$ becomes $1/(k^2-1)$. Therefore

$$N=1+\frac1{k^2-1}-\frac{2k^2\ln k}{(k^2-1)^2}.$$

In code, $\ln(y+k)$ and $\ln(1+ky)$ should be formed as logarithms of sums of exponentials, so that a distant trial field causes no overflow. For four pairs of limits the closed form agreed with direct quadrature to $3.8\times10^{-14}$.

## Wiping-out, continuity and uniqueness

When a rising field reaches a stored maximum $M$, the legs $M\to m\to M$ contribute $-T(M,m)+T(M,m)=0$ to (2). The polarization returns to its value at the first visit. The relays return too: those that fell on the way to $m$ had $m<\beta\le\alpha<M$, and these are the ones raised again. The pair $M,m$ can be deleted. Beyond $M$ the rise continues the older leg, which began at the minimum before $M$. The slope may jump there, but $F_s$ is continuous.

On a rising leg from $m$, differentiating $T(E,m)$ with respect to its upper limit gives

$$\frac{dF_s}{dE}=c+\frac{2P_s}Nf(E)[S(-m)-S(-E)] .$$

For a falling leg from $M$, exchanging the order of integration gives $T(M,E)=\int_E^M d\beta\,f(-\beta)[S(M)-S(\beta)]$. The contribution is $-T$, and $E$ is the lower limit; the two minus signs cancel:

$$\frac{dF_s}{dE}=c+\frac{2P_s}Nf(-E)[S(M)-S(E)] .$$

Both brackets lie between $0$ and $1$, and $f\le1/(4w)$ because $S(1-S)\le1/4$. Thus

$$c\le\frac{dF_s}{dE}\le L=c+\frac{P_s}{2wN}. \tag{3}$$

At a corner this holds for each one-sided slope. Since $F_s$ is continuous, its secant slopes obey the same bounds. It is strictly increasing and unbounded in both directions, so each finite target $P^*$ has one field $E^*$. A solution may still exceed what the film can survive; that limit belongs to the acceptance test.

## Bracketing on the current branch

The sign of $P^*-P(u)$ gives the direction of motion. For a rise, visit the stored maxima from the innermost outward. By return-point memory, the polarization at each is the value stored when it was made. If it is below $P^*$, that maximum becomes the inner end of the bracket. The first one above $P^*$ becomes the outer end. For a fall, use the finite stored minima and reverse the inequalities.

If no stored extremum passes the target, let $(E_\text{in},P_\text{in})$ be the last inner end and set

$$E_\text{out}=E_\text{in}+\frac{P^*-P_\text{in}}c . \tag{4}$$

For a rise, (3) gives $F_s(E_\text{out})\ge P_\text{in}+c(E_\text{out}-E_\text{in})=P^*$. For a fall the inequality reverses, as required. No search for a sign change is needed.

Bisection halves this interval. With initial width $W$, the $n$th midpoint is within $W/2^n$ of the root, so its polarization residual is at most $LW/2^n$. A tolerance $\tau$ is therefore met after at most

$$n_\text{max}=\max\left(1,\left\lceil\log_2\frac{LW}\tau\right\rceil\right) \tag{5}$$

midpoints. The lower slope bound turns the residual into a field error, for the same committed starting state:

$$|E-E^*|\le\tau/c. \tag{6}$$

## Pseudocode

```
MOVE(s, E):                       # returns a new stack
  if E == last(s): return s
  n = copy(s); direction = sign(E - last(s))
  if last leg of n has this direction:
      remove last(n)              # endpoint, not a reversal
  while n has at least 2 entries and
        E reaches or passes second_last(n):
      remove last two entries     # closed loop
  append E to n; return n

INVERT(s, target, tau):           # never changes s
  inner = last(s); p = P(s)
  if |p - target| <= tau: return inner
  direction = sign(target - p); outer = none
  for finite stored extrema q ahead, innermost first:
      pq = P(MOVE(s, q))
      if |pq - target| <= tau: return q
      if pq has passed target: outer = q; stop loop
      inner = q; p = pq
  if outer is none: outer = inner + (target - p)/c
  repeat:
      E = (inner + outer)/2
      r = P(MOVE(s, E)) - target
      if |r| <= tau: return E
      if r has passed zero in this direction: outer = E
      else: inner = E

STEP(s, target):
  E = INVERT(s, target, tau)
  if the outer calculation accepts E: s = MOVE(s, E)
  return s
```

"Reaches or passes" is read in the direction of motion. The entry $-\infty$ is never reached, so it is never removed. Returning a matching extremum itself, instead of a nearby midpoint, closes the loop without leaving a tiny remnant in the stack.

## Why a trial must not write

Consider a rise, and suppose that a trial at $H>E^*$ was kept. Going to $H$ can only switch relays up. Rule (1), applied at a common later field, preserves this ordering, so the contaminated branch $F_H$ lies nowhere below $F_s$ for fields up to $H$.

At $E^*$ it lies strictly above. Let $m$ be the start of the rising leg that contains $E^*$. Relays with $E^*<\alpha<H$ and $m<\beta<E^*$ are down in the true history: they were down at $m$, and the field has not exceeded $E^*$ since. In the contaminated history they were raised on the way to $H$ and have not yet been lowered. Their weight is positive, so $F_H(E^*)>P^*$. The contaminated root $E'$ is thus below $E^*$, and the film receives $F_s(E')<P^*$. A falling step misses in the opposite direction.

The same happens if a converged step is kept although an outer calculation rejects it, for instance because of a voltage ceiling or a failed circuit iteration, and the next root lies between the present field and the rejected one.

## Worked sequence

The parameters are $P_s=20$, $E_c=1.10$, $w=0.25$ and $\epsilon_r=30$, for a film of $10$ nm. They give $c=2.568$, $N=0.9988$ and

$$L=2.568+\frac{20}{2(0.25)(0.9988)}=42.6\ \mu\mathrm{C/cm^2}\text{ per MV/cm}.$$

After negative saturation the field is brought to zero, where $P=-19.54$. The tolerance is $10^{-9}\ \mu\mathrm{C/cm^2}$. The last column is the polarization delivered if the outer bracket end is wrongly kept in memory before solving.

| Target | Field | Midpoints | Miskept trial gives |
|---:|---:|---:|---:|
| 10 | 1.275 | 38 | −21.56 |
| −5 | −0.944 | 36 | 9.06 |
| 5 | 0.965 | 27 | −3.29 |
| 0 | −0.507 | 30 | 3.86 |
| 3 | 0.543 | 29 | 1.91 |
| 5 | 0.965 | 0 | 5.00 |
| 8 | 1.149 | 29 | 3.82 |
| 15 | 1.422 | 33 | 1.72 |
| 0 | −0.877 | 35 | 14.00 |

For the first target there is no stored maximum, so (4) gives an outer end of $(10+19.54)/2.568=11.5$ MV/cm. Such a field would destroy a real film, but it is only an argument of $F_s$. Equation (5) allows $\lceil\log_2(42.6\times11.5/10^{-9})\rceil=39$ midpoints; 38 were used.

Before the target $3$, the stack is $(-\infty,1.275,-0.944,0.965,-0.507)$. The maximum at $0.965$ has polarization $5$, so it closes the bracket, of width $0.965+0.507=1.472$. The accepted field lies $0.543+0.507=1.050$ above the reversal. The reversible part supplies $2.568\times1.050=2.70$ of the required change of $3$; the relays supply only $0.30$. Few relays have both thresholds inside so short a leg.

The next target, $5$, matches the stored maximum. No bisection is needed, and the inner loop is removed. The later target $15$ passes the older maximum at $1.275$, where the polarization is only $10$. The outer end is then $1.275+5/2.568=3.22$ MV/cm, and acceptance leaves no finite reversal in the stack.

Between the targets $8$ and $15$, a request for $30$ was made. It needs $3.89$ MV/cm, above the chosen ceiling of $3.0$, and was rejected. With the old stack intact, the target $15$ is met at $1.422$ MV/cm. Had the rejected field been kept, the solver would have returned $-0.528$ MV/cm and the film would have reached $1.71$.

A separate calculation switched individual relays according to (1), without the stack or the Everett formula. Driven by the accepted fields, it reproduced the targets within $0.0015$ on a threshold mesh of $0.02$ MV/cm and $0.0004$ on one of $0.01$ MV/cm. On the finer mesh, every relay returned to its earlier state when the minor loop closed.

## Cost and numerical stability

Evaluating (2) afresh costs one Everett function per leg, hence time proportional to the stack length for each trial. This can be reduced. Inside a bracket no stored extremum is crossed, so the leg start is fixed. For a rise from a finite minimum $m$ with stored polarization $P_m$,

$$F_s(E)=P_m+\frac{2P_s}N T(E,m)+c(E-m).$$

Each midpoint then needs one Everett function. If the leg starts at $-\infty$, use $-P_s+(2P_s/N)T(E,-\infty)+cE$ instead. A move adds at most one extremum to the memory, and each extremum can be deleted once, so the deletions over a run of accepted steps that starts from saturation cannot exceed the additions.

Newton's method needs a safeguard at reversals. Over intervals of $0.001$ MV/cm at the first turning point, the onward slope is $38.0$ and the backward slope $2.57$. At the start of the fall, only relays with both thresholds in the short interval just below the turning point switch down. Their weight vanishes as the square of its length, so the backward slope starts at $c$. A Newton step from there towards $P=-5$ would go to $1.275-15/2.57=-4.6$ MV/cm, while the root is at $-0.944$. Continued without a safeguard, the iteration never arrives: it ends up jumping between $5.84$ and $-9.74$ MV/cm, where the relays are saturated and the slope is again $c$. Pure trials keep the history intact, but do not by themselves make Newton's method converge; the bracket can supply the safeguard. Newton or secant proposals can be used if those outside the bracket are replaced by a midpoint and a midpoint is also forced at regular intervals. The bound (5) then limits the number of midpoints, not of all trials.

Residuals do not add up from step to step, because each refers to the absolute polarization of the committed history. Forty random targets between $-18$ and $18$ were solved with $\tau=0.05$. In the relay replay, the largest error was $0.048$ in the first half and $0.050$ in the second. At each step the same starting state was also solved with tolerance $10^{-9}$: the fields differed by at most $0.016$ MV/cm, within the bound $0.05/2.568=0.019$ from (6). This bound does not compare two long runs whose histories have already separated.

The tolerance must stay above the rounding error of (2). Target increments smaller than $\tau$ may cause no motion at first, but the error cannot grow beyond $\tau$, since the comparison is with the absolute target.

## Limits of the construction

**No reversible part.** If $c=0$, the positive density still makes $F_s$ strictly increasing, but only targets with $|P^*|<P_s$ have a finite field, and (4) fails. The outer end must be found by enlarging the interval. Equation (6) fails as well. For a small rise $\delta$ from a reversal at $m$, the switched triangle has area $\delta^2/2$, so $T\simeq f(m)f(-m)\delta^2/2$ and

$$\Delta P\simeq\frac{P_s}N f(m)f(-m)\delta^2 .$$

A residual $\tau$ then permits a field uncertainty of order $\sqrt{N\tau/[P_sf(m)f(-m)]}$: next to a reversal, the square root of the tolerance replaces the linear law. This estimate holds only while the resulting $\delta$ is small compared with $w$: at $m=-0.507$ and $\tau=0.05$ it gives $1.11$ MV/cm, while the actual rise needed is $0.64$. For a target within $\tau$ of $\pm P_s$ the uncertainty has no bound, because every sufficiently large field of the right sign meets the tolerance.

**Other densities.** With $c=0$, a region without relays can make a branch flat and the field non-unique. A finite weight at one threshold makes a jump, and no single monotone move reaches a target inside it; going past the jump and then reversing may do so. Negative weights can destroy monotonicity.

**Prescribed charge.** If the controlled quantity is the displacement $D=P+\epsilon_0E$, the relays are unchanged and $c$ is replaced by $c+\epsilon_0=\epsilon_0\epsilon_r$, here $2.568\times30/29=2.66$. The stack and the bracket keep their form.

## Comparison with a real film

The parameters are rough values in the regime of ferroelectric hafnium zirconium oxide, where coercive fields are about $1$ MV/cm. The model's major loop crosses $P=0$ at $1.03$ MV/cm. Its remanence of about $20\ \mu\mathrm{C/cm^2}$ is towards the high side for such films. The largest accepted field, $1.42$ MV/cm or $1.42$ V across the film, is $0.36$ of a rough breakdown field of $4$ MV/cm. The effects neglected by the model are estimated below from rough inputs, so their sizes are only indicative. If coercive fields grow as the $0.05$ power of drive rate, a tenfold faster drive raises them by 12%; with the applied fields held fixed, the largest miss is $5.3\ \mu\mathrm{C/cm^2}$. An internal bias of $+0.1$ MV/cm, acting on the relays alone, gives $4.7$ and one of $-0.1$ MV/cm gives $4.9$, and thresholds lowered by 1%, as slight warming might do, give $0.45$. A series interface layer of $0.5$ nm with permittivity $30$ would need up to $0.28$ V more at the terminals for the targets of the sequence, and $0.37$ V in magnitude to hold the starting state ($P=-19.54$ at $E=0$); if no charge is trapped between film and layer, this can be added after the inversion, since $D$ is then known. Without the addition, the largest miss in polarization would be $6.0\ \mu\mathrm{C/cm^2}$, comparable to that for the faster drive. A layer of lower permittivity is worse: with permittivity $10$ the extra voltage for the targets reaches $0.85$ V and the miss about $10\ \mu\mathrm{C/cm^2}$. Even with permittivity $30$, the field in the layer would reach $5.7$ MV/cm at the target $15$ and $7.4$ MV/cm in magnitude in the starting state, above the rough breakdown field used here for the film, so the layer might leak or fail before the target is reached. For an assumed leakage of $10^{-6}\ \mathrm{A/cm^2}$ during $1$ ms, the lost charge is $0.001\ \mu\mathrm{C/cm^2}$. In a capacitor of $1\ \mu\mathrm m$ side with $10$ nm grains, one grain switches $0.004$. The solver tolerance of $10^{-9}$ therefore measures numerical consistency, not attainable control of a device. Most of these figures are printed in the numerical output below.

## Computed values

```
INPUTS (rough, hafnium zirconium oxide regime)
relay saturation Ps = 20.0 uC/cm2
threshold centre = 1.10, width = 0.25 MV/cm
relative permittivity = 30, thickness = 10 nm
field ceiling = 3.0 MV/cm
tolerance = 1e-09 uC/cm2
MODEL
reversible slope c = 2.5677 uC/cm2 per MV/cm
slope bound L = 42.615 uC/cm2 per MV/cm
normalization N = 0.998824
Everett minus quadrature, largest = 3.8e-14
start polarization at zero field = -19.5408 uC/cm2
major-loop coercive field = 1.0339 MV/cm
STEPS: target uC/cm2 | field MV/cm | midpoints | stored extrema |
       delivered uC/cm2 if the bracket overshoot were kept
  10.0 |   1.2754 | 38 | 0 |  -21.5608
  -5.0 |  -0.9442 | 36 | 1 |    9.0560
   5.0 |   0.9646 | 27 | 2 |   -3.2858
   0.0 |  -0.5070 | 30 | 3 |    3.8575
   3.0 |   0.5432 | 29 | 4 |    1.9093
   5.0 |   0.9646 |  0 | 2 |    5.0000
   8.0 |   1.1488 | 29 | 2 |    3.8156
  30.0 |   3.8947 | 32 | rejected
  15.0 |   1.4222 | 33 | 0 |    1.7165
   0.0 |  -0.8775 | 35 | 1 |   14.0016
rejected step kept, next target 15.0:
  field -0.5275 MV/cm, delivered 1.7122 uC/cm2
slope at first turn: onward 38.040, back 2.568 uC/cm2 per MV/cm
RELAY REPLAY of the fields above
largest error, mesh 0.02 MV/cm = 0.00142 uC/cm2
largest error, mesh 0.01 MV/cm = 0.00036 uC/cm2
largest mesh shift = 0.00106 uC/cm2
RANDOM TARGETS: 40, tolerance 0.05 uC/cm2
largest replay error, first half = 0.0477 uC/cm2
largest replay error, second half = 0.0495 uC/cm2
largest field error = 0.01575 MV/cm, bound 0.01947
NEGLECTED EFFECTS (rough inputs)
peak field 1.4222 MV/cm = 1.4222 V on film
peak field / rough breakdown 4 MV/cm = 0.36
ten times faster drive, thresholds x 1.122: miss 5.28 uC/cm2
thresholds 1 % lower (warming): miss 0.45 uC/cm2
imprint 0.1 MV/cm: miss 4.68 uC/cm2
interface layer 0.5 nm, permittivity 30: extra 0.285 V
leakage 1e-06 A/cm2 for 1e-03 s: 0.0010 uC/cm2
10000 grains: one grain switches 0.0040 uC/cm2
```
